# Polarisation functions and the Hartree–Fock inversion barrier of ammonia

## Question

I am stuck on an exercise: compute the inversion barrier of ammonia at Hartree–Fock level with and without polarisation functions, and show that leaving them out severely underestimates the preference for the pyramidal shape.

My first two runs had no polarisation functions. STO-3G gave a large barrier, while 6-31G gave a molecule that is almost flat. Both lack d functions on nitrogen, so how can the statement be right? I also don't see why d functions should matter, since nitrogen has no occupied d shell. If the lone pair is the reason, how would I show it? And does the error have consequences beyond a wrong number for the barrier?

## Answer

The statement needs a condition: it concerns bases that are already flexible in their s and p functions. STO-3G is not, and its error has the opposite sign. The main effect of the d functions also turns out to lie in the N–H bonds, more than in the lone pair.

### Setting up the barrier

Put N at the origin and the threefold axis along $z$. Let $r$ be the bond length and $b$ the angle between a bond and the plane normal to $z$. The hydrogens sit at

$$
\mathbf R_k=r(\cos b\cos\phi_k,\ \cos b\sin\phi_k,\ -\sin b),\qquad \phi_k=0,\ 120^\circ,\ 240^\circ .
$$

The scalar product of two bond directions gives the HNH angle $\theta$:

$$
\cos\theta=\cos^2 b\cos120^\circ+\sin^2 b
=-\tfrac12\cos^2b+1-\cos^2b=1-\tfrac32\cos^2b .
$$

At $b=0$ this is $-\tfrac12$, so $\theta=120^\circ$, as it must be for the planar form. Reflection in the plane turns $b$ into $-b$ without changing the energy. Hence $E(r,b)=E(r,-b)$, and the planar form is stationary in $b$ in every basis. The barrier is

$$
B=\min_r E(r,0)-\min_{r,b}E(r,b).
$$

This is an electronic barrier, without zero-point energy. I used restricted Hartree–Fock (RHF), kept the threefold symmetry, used five-component d functions and optimised both structures separately in each basis.

6-31G* adds d functions on N, and 6-31G** also adds p functions on H. "TZ-sp" is cc-pVTZ cut down to s and p on N and s on H. "TZ-pol" is the same set with d on N and p on H restored.

| Basis | $r$ pyramid (Å) | HNH | $B$ (meV) |
|---|---:|---:|---:|
| STO-3G | 1.033 | 104.2° | 483 |
| 6-31G | 0.991 | 116.1° | 16 |
| 6-31G* | 1.003 | 107.2° | 283 |
| 6-31G** | 1.001 | 107.6° | 238 |
| TZ-sp | 0.994 | 114.8° | 31 |
| TZ-pol | 0.999 | 107.3° | 254 |

In kJ/mol, the 6-31G, 6-31G* and 6-31G** barriers are 1.6, 27.3 and 22.9. Without d functions, 6-31G keeps only $16.19/282.68=5.7\%$ of the 6-31G* barrier. Going to the larger TZ-sp set does not cure this: its barrier is 12% of the TZ-pol value.

STO-3G lies 200 meV above 6-31G*. In the planar form its lone pair has a single function available, the fixed nitrogen $2p_z$, which cannot change its radial size. That may raise the planar energy too much, but these calculations do not isolate this cause. The large STO-3G barrier is therefore no evidence that polarisation is unimportant.

### Why the barrier can go either way

At a fixed geometry, adding functions can only lower the lowest RHF energy, because the old determinants remain available. Define the lowering due to the d functions as $L=E_{\rm sp}-E_{\rm spd}\ge0$. At two fixed geometries,

$$
\begin{aligned}
B_{\rm spd}&=E_{\rm spd}^{\rm planar}-E_{\rm spd}^{\rm pyr}\\
&=(E_{\rm sp}^{\rm planar}-L^{\rm planar})-(E_{\rm sp}^{\rm pyr}-L^{\rm pyr})\\
&=B_{\rm sp}+L^{\rm pyr}-L^{\rm planar}.
\end{aligned}
$$

The barrier is a difference, so the variational principle gives no bound on it. The d functions raise it if they help the pyramid more than the planar form.

### What symmetry forbids in the planar form

Classify the functions by their behaviour under reflection in the molecular plane and under the threefold rotation. The planar molecule has the symmetry $D_{3h}$. A prime means even under the reflection, a double prime means odd, and $e$ marks a degenerate pair.

- Nitrogen s functions are $a_1'$, $(p_x,p_y)$ are $e'$, and $p_z$ is $a_2''$.
- The three hydrogen s functions combine to $a_1'$ and $e'$.
- Nitrogen $d_{z^2}$ is $a_1'$, $(d_{xy},d_{x^2-y^2})$ are $e'$, and $(d_{xz},d_{yz})$ are $e''$.

The five occupied orbitals are two $a_1'$, one $e'$ pair and the $a_2''$ lone pair. The planar lone pair therefore cannot mix with any nitrogen d function, nor with hydrogen s functions. In 6-31G* it is made of $p_z$ functions alone.

The pair $(d_{xz},d_{yz})$ matches no occupied orbital. The Fock operator built from the symmetric density does not couple different symmetry types, so the old solution survives with zero coefficients on these two functions. As long as the new $e''$ orbitals stay empty, their lowering of the planar energy is zero.

There is a further point in this list: **a basis with s and p on N and s on H contains no $e''$ function at all**. Adding more functions of the same types never supplies one. This is the defect that TZ-sp shares with 6-31G.

### What the tilt switches on

In the pyramid the reflection is lost. Now $(d_{xz},d_{yz})$ and the bonding pair are both of type $e$ and can mix. To see what this does, take the nitrogen part of one bonding orbital, $x\,g(\rho)$, where $\rho$ is the distance from N, and add a $d_{xz}$ part:

$$
x\,g(\rho)+c\,xz\,h(\rho)=x\,[\,g(\rho)+c\,z\,h(\rho)\,].
$$

With $g,h>0$ and $c<0$, the amplitude grows on the side $z<0$, where the hydrogens are, for both signs of $x$. The nitrogen part of the bond can then lean towards the hydrogens. In an sp basis, the nitrogen part of this pair consists of $p_x$ and $p_y$ functions, which are even in $z$ however far the bonds tilt.

The size for small tilt follows from the same reflection. It maps the molecule at $b$ onto the one at $-b$ and changes the sign of $d_{xz}$. The coupling $W$ between $d_{xz}$ and the bonding orbital is therefore odd in $b$, so $W\simeq wb$. Second-order perturbation theory, with an energy gap $\Delta$ and without readjustment of the other orbitals, gives a lowering per electron of

$$
\frac{|W|^2}{\Delta}\simeq\frac{|w|^2}{\Delta}\,b^2 .
$$

It vanishes for the planar form and grows as $b^2$, which favours bending.

To measure the groups, I fixed both geometries at their 6-31G* optima and solved the RHF equations again with chosen d functions deleted. Each row gives the lowering, in meV, when that group alone is added to the sp basis.

| Added on N | Pyramid | Planar | Difference |
|---|---:|---:|---:|
| $d_{z^2}$ | 139 | 70 | +69 |
| $d_{xz},d_{yz}$ | 382 | 0 | +382 |
| $d_{xy},d_{x^2-y^2}$ | 94 | 160 | −66 |
| all five | 599 | 229 | +371 |

The group that cannot act in the planar form dominates. In the pyramid it mixes directly with the bonding pair, since the lone pair is of type $a_1$. The lone pair can mix with $d_{z^2}$, but that row contributes much less, and it also contains the response of the other $a_1$ orbitals. The single-group differences add to 385 meV rather than 371 meV, because the groups are not independent.

The ledger also gives the 6-31G barrier at these fixed 6-31G* geometries:

$$
B_{\rm sp}=282.68-370.52=-87.84\ \text{meV}.
$$

At the 6-31G* shapes, 6-31G thus puts the planar form below the pyramid. It recovers its small positive barrier of 16 meV when its own structures are relaxed; the pyramid then flattens to 116°.

Hydrogen p functions can act in both directions. Their $p_z$ members supply another $e''$ pair, which can help bending, and an $a_2''$ combination, which can stabilise the planar lone pair. The net change from 6-31G* to 6-31G**, with structures relaxed, is −45 meV. It also includes the effect of the in-plane hydrogen p functions, and I did not separate these contributions.

### Why the barrier is so sensitive

Near the planar form, model the energy relaxed in $r$ by

$$
E(b)=E(0)-\tfrac12Ab^2+\tfrac14Cb^4,\qquad A,C>0 .
$$

Setting $dE/db=-Ab+Cb^3=0$ with $b\ne0$ gives $b_e^2=A/C$. Then

$$
B=\tfrac12Ab_e^2-\tfrac14Cb_e^4
=\tfrac12Ab_e^2-\tfrac14Ab_e^2
=\tfrac14Ab_e^2=\frac{A^2}{4C}.
$$

The barrier depends on the square of $A$, the quantity that the $b^2$ lowering increases. If $A$ falls to zero, the two wells merge and the molecule becomes planar.

From $\cos^2b_e=\tfrac23(1-\cos\theta)$, the 6-31G* angle gives $b_e=21.7^\circ=0.378$ rad, and the 6-31G angle gives $b_e=11.5^\circ=0.201$ rad. With $A=4B/b_e^2$,

$$
A_{6\text{-}31G*}\simeq\frac{4(0.283)}{0.378^2}=7.9\ \text{eV},\qquad
A_{6\text{-}31G}\simeq\frac{4(0.0162)}{0.201^2}=1.6\ \text{eV}.
$$

The curvatures computed directly at the planar structures are 8.5 and 1.6 eV, so the quartic form is good to about 10%. The corresponding $C=A/b_e^2$ from the model values are about 55 and 40 eV. In this two-parameter reading, most of the change lies in $A$: a factor of about 5 in $A$ becomes a factor of about 17 in $B$, after the smaller change in $C$.

### Consequence for the motion

Let $m$ and $M$ be the masses of H and N. At fixed $r$, the hydrogens move in the plane with speed $r\sin b\,|\dot b|$, and the in-plane momenta cancel. Along $z$ they move relative to N with speed $r\cos b\,|\dot b|$, so the reduced mass of three hydrogens against one nitrogen enters:

$$
T=\tfrac12I(b)\dot b^2,\qquad
I=r^2(3m\sin^2b+\mu\cos^2b),\qquad
\mu=\frac{3mM}{3m+M}.
$$

A one-dimensional quantum model is then

$$
H=-\frac{\hbar^2}{2}\frac{d}{db}\frac1{I(b)}\frac{d}{db}+V(b).
$$

This operator ordering is Hermitian for the measure $db$ and is part of the model. I took $V$ from RHF energies relaxed in $r$ at tilts up to 45°, interpolated them, and solved by finite differences with hard walls at ±45°. In $I$, $r$ was held at its pyramidal value for each basis.

- In 6-31G, the lowest level is 21 meV above the minimum, higher than the 17 meV barrier of the interpolated curve. The next level is 32 meV further up. There is no pair of states localised in two wells.
- In 6-31G**, the lowest level is 68 meV above the minimum, well below the 238 meV barrier. The lowest pair is split by 0.22 meV, a tunnelling splitting.

The error thus changes the character of the motion: in this model the unpolarised molecule is effectively planar in its ground state.

### How far to trust the polarised value

RHF with polarisation functions is still an approximation. Four corrections can be sized:

- **Diffuse functions.** At the TZ-pol geometries, aug-cc-pVTZ without f on N and d on H gives an RHF barrier of 229 meV, 24 meV below TZ-pol.
- **Higher polarisation functions.** Restoring f on N and d on H (full aug-cc-pVTZ, same geometries) lowers it further to 208 meV; aug-cc-pVQZ gives 206 meV.
- **Correlation.** At the same geometries in aug-cc-pVDZ, RHF gives 223 meV and CCSD(T), with the nitrogen 1s electrons uncorrelated, gives 249 meV: a shift of +26 meV in that finite basis. It is not converged: the MP2 shift at these geometries ranges from 6 to 22 meV between aug-cc-pVDZ, cc-pVTZ, aug-cc-pVTZ and aug-cc-pVQZ.
- **Zero-point energy.** The five modes other than inversion raise the barrier by 24 meV in the harmonic approximation with 6-31G**.

Each is about a tenth of the barrier, against 221 meV between 6-31G and 6-31G**. The two basis corrections have the same sign, however: the nearly converged RHF barrier of about 206 meV lies 48 meV below TZ-pol, 32 meV below 6-31G** and 77 meV below 6-31G*. The small polarised bases overshoot, 6-31G* by more than a third.

For real ammonia, the electronic barrier is roughly 0.22 eV, the effective barrier including the zero-point energy of the other modes roughly 0.25 eV, and the ground-state splitting roughly 0.1 meV. The polarised calculations have the right order of size of barrier; the one-dimensional 6-31G** splitting is about twice too large. Scaling that potential by 0.85, near the converged RHF barrier, raises the splitting to 0.37 meV. It is exponentially sensitive to the barrier and its width, and the model omits coupling to the other modes.

An error in a barrier also enters thermal rates through a Boltzmann factor. At 1300 K, $k_BT=112$ meV, and the 221 meV difference between 6-31G and 6-31G** corresponds to a Boltzmann factor of $e^{221/112}\simeq7$. At 298 K it would be about 5500. These factors show the weight of such an energy error; they are not complete inversion rates, since tunnelling and prefactors are missing.

For the exercise, compare 6-31G with 6-31G*, which differ by the nitrogen d functions alone, and report STO-3G separately as a case where another basis error dominates.
